# Power needed to keep a small phase-change sphere hot

**The situation.** A sphere of phase-change material, of radius $a$, is embedded in a solid matrix. An electric current heats it with total power $P$, spread uniformly over its volume. The temperatures no longer change with time. The matrix has constant thermal conductivity $K$, fills all space outside the sphere, and is at ambient temperature far away. Heat flow in both materials obeys Fourier's law.

The boundary between the materials has thermal resistance $r$: a heat flux $j$ (power per area) crossing it produces a temperature jump $rj$. The temperature therefore has two values at radius $a$. Let $D$ be the rise above ambient on the sphere's side and $\theta_s$ the rise on the matrix side. Write $\rho$ for the distance from the centre and $\theta(\rho)$ for the local rise above ambient.

## Part (a)

**Question.** Find the power that maintains a given surface rise $D$.

**Answer.** In a steady state no energy accumulates, so the power $P$ released in the sphere crosses every larger concentric surface. By symmetry the flux is radial and uniform over each such surface. Fourier's law gives, for $\rho>a$,

$$-4\pi\rho^2K\frac{d\theta}{d\rho}=P .$$

The minus sign makes $P$ positive when temperature falls outwards. Integrating from $a$ to infinity, where $\theta=0$,

$$\theta_s=\frac{P}{4\pi K}\int_a^\infty\frac{d\rho}{\rho^2}=\frac{P}{4\pi Ka}.$$

At the boundary the flux is $P/(4\pi a^2)$, so the jump is

$$D-\theta_s=\frac{rP}{4\pi a^2}.$$

The same heat passes through the boundary and then the matrix, so the two temperature drops add:

$$D=\frac{P}{4\pi a^2}\left(r+\frac aK\right).$$

Solving for $P$, and then multiplying numerator and denominator by $K$,

$$P=\frac{4\pi a^2D}{r+a/K}=\frac{4\pi KDa^2}{a+Kr}. \tag{1}$$

The conductivity of the sphere does not appear, because $D$ is prescribed at its surface.

## Part (b)

**Question.** How does the power scale with radius for large and small spheres, at fixed $D$, $K$ and $r$? Where do the two limiting laws meet?

**Answer.** The product $Kr$ is a length, so "large" and "small" are measured against it. Taking a factor $a$ out of the denominator of (1) gives

$$P=\frac{4\pi KDa}{1+Kr/a}\;\longrightarrow\;P_1=4\pi KDa\qquad(a\gg Kr).$$

Taking out $Kr$ instead gives

$$P=\frac{4\pi Da^2/r}{1+a/(Kr)}\;\longrightarrow\;P_2=\frac{4\pi Da^2}{r}\qquad(a\ll Kr).$$

Equating the limiting laws and dividing by $4\pi Da$, which is not zero, gives

$$K=\frac ar,\qquad a=Kr .$$

As the sphere shrinks, the power thus changes from proportional to $a$ to proportional to $a^2$. The matrix resistance $1/(4\pi Ka)$ grows as $1/a$, since heat spreading from a sphere meets most of its resistance within a distance of order $a$. The boundary resistance $r/(4\pi a^2)$ grows as $1/a^2$, since it depends on area. The boundary therefore controls the small sphere.

Equation (1) can also be written $1/P=1/P_1+1/P_2$. At $a=Kr$ the two limiting powers are equal, and the actual power is half of either.

## Part (c)

**Question.** How sharp is the change? Express the local exponent $n=d\ln P/d\ln a$ through the fraction $f$ of the rise $D$ that falls across the boundary.

**Answer.** The logarithm of (1) is

$$\ln P=\ln(4\pi KD)+2\ln a-\ln(a+Kr).$$

Differentiating with respect to $\ln a$, and using $d/d\ln a=a\,d/da$,

$$n=2-\frac{a}{a+Kr}=1+\frac{Kr}{a+Kr}.$$

From part (a), the boundary fraction is

$$f=\frac{rP/(4\pi a^2)}{D}=\frac{r}{r+a/K}=\frac{Kr}{a+Kr},$$

so $n=1+f$. At $a=Kr$, half the temperature drop is at the boundary and $n=3/2$.

The change is gradual. The condition $n\le1.1$ requires $a\ge9Kr$, while $n\ge1.9$ requires $a\le Kr/9$. These radii differ by a factor of 81. If $r=0$, then $f=0$ and $n=1$ at every radius, so within this model the boundary resistance is what produces the $a^2$ law.

## Part (d)

**Question.** The whole sphere must be at or above its melting temperature. Is the surface the right place to prescribe the rise? What changes if the centre temperature is prescribed instead? Take the sphere's conductivity $K_s$ as constant.

**Answer.** With uniform heating, the power released inside radius $\rho<a$ is $P\rho^3/a^3$. Hence

$$-4\pi\rho^2K_s\frac{d\theta}{d\rho}=P\frac{\rho^3}{a^3},\qquad
\frac{d\theta}{d\rho}=-\frac{P\rho}{4\pi K_sa^3}.$$

The temperature falls outwards, so the surface is the coldest part of the sphere. Setting $D$ equal to melting temperature minus ambient gives the power that just meets the requirement. Latent heat does not enter, because no material is changing phase in the steady state.

Integration from centre to surface gives

$$\theta_c-D=\frac{P}{4\pi K_sa^3}\int_0^a\rho\,d\rho=\frac{P}{8\pi K_sa},$$

where $\theta_c$ is the centre rise. Adding $D$ from part (a),

$$\theta_c=\frac{P}{4\pi a^2}\left[r+a\left(\frac1K+\frac1{2K_s}\right)\right].$$

At fixed $\theta_c$ the power again changes from $a$ to $a^2$, but the two terms in the bracket are equal at

$$a_c=\frac{r}{1/K+1/(2K_s)}<Kr .$$

The crossover at $Kr$ thus belongs to a prescribed surface rise. It also applies approximately to a prescribed centre rise if $K_s\gg K/2$.

## Part (e)

**Question.** Evaluate the results for $K=1.4$ W/(m K), $r=20$ m² K/GW, $K_s=1.0$ W/(m K), ambient temperature 300 K and $D=600$ K. These are rough values for a germanium-antimony-tellurium sphere in silica.

**Answer.** The crossover radius is

$$Kr=1.4\times20\times10^{-9}\ \text{m}=28\ \text{nm}.$$

At this radius the large-sphere law gives

$$P_1=4\pi(1.4)(600)(28\times10^{-9})\ \text{W}=296\ \mu\text{W},$$

and the actual power is half of this, $P=148\ \mu$W $=1.48\times10^{-4}$ W. Other radii, with $K$, $r$ and $D$ fixed, give:

| $a$ (nm) | $P$ (µW) | $n$ | $f$ |
|---:|---:|---:|---:|
| 2.8 | 2.69 | 1.91 | 0.91 |
| 7 | 14.8 | 1.80 | 0.80 |
| 14 | 49.3 | 1.67 | 0.67 |
| 28 | 148 | 1.50 | 0.50 |
| 56 | 394 | 1.33 | 0.33 |
| 112 | 946 | 1.20 | 0.20 |
| 280 | 2690 | 1.09 | 0.09 |

Halving the radius from 28 nm to 14 nm divides the power by three, between the factors two and four of the limiting laws. A direct finite-volume solution of the heat equation at these seven radii, with the matrix extending to $10^5a$, agrees with (1) to within a relative difference of $2.4\times10^{-6}$. Errors from the mesh and from the finite outer radius, each below $10^{-5}$, partly cancel in this figure. This tests the solution of the model, not the model's fit to a device.

At 28 nm the centre is hotter than the surface by

$$\frac{148\times10^{-6}}{8\pi(1.0)(28\times10^{-9})}\ \text{K}=210\ \text{K}.$$

The surface is at 900 K and the centre near 1110 K. This excess is proportional to $1/K_s$. The sphere is molten here, and a melt that conducts twice as well as assumed would halve it. The assumed $K_s$ may well be low, because molten tellurides of this kind conduct almost like poor metals. For a resistivity of 0.5 mΩ cm the Wiedemann–Franz law gives about 4.4 W/(m K) from the electrons alone at 900 K, which would reduce the excess to about 50 K and move the centre-prescribed crossover quoted next to about 24 nm. If the centre rise were prescribed, the crossover radius would be $20/(0.714+0.500)=16.5$ nm.

## Part (f)

**Question.** Find how the result changes if (i) the matrix conductivity is $K(1+\beta\theta)$ with $\beta=6\times10^{-4}$ K$^{-1}$, or (ii) the matrix ends at a cold shell of radius $R=200$ nm. Treat the changes separately.

**Answer (i).** The heat equation outside becomes

$$-4\pi\rho^2K(1+\beta\theta)\frac{d\theta}{d\rho}=P.$$

Dividing by $4\pi\rho^2$ and integrating from $a$ to infinity,

$$K\left(\theta_s+\frac{\beta\theta_s^2}{2}\right)=\frac{P}{4\pi a}.$$

Substituting this $P$ into the boundary condition $D-\theta_s=rP/(4\pi a^2)$ gives

$$D-\theta_s=\frac{Kr}{a}\left(\theta_s+\frac{\beta\theta_s^2}{2}\right).$$

At $a=Kr$ this is $3\times10^{-4}\theta_s^2+2\theta_s-600=0$, with $\theta_s$ in kelvin. The positive root is $\theta_s\approx288$ K. The jump is then about 312 K instead of 300 K, and the power, proportional to the jump at fixed $a$ and $r$, rises by 4.1%.

For a large sphere $\theta_s\to D$, so $P\to4\pi aKD(1+\beta D/2)$. For a small sphere $\theta_s\to0$, and $P\to4\pi a^2D/r$ as before. Both exponents survive, but the limiting laws now meet at

$$a=K\left(1+\frac{\beta D}{2}\right)r=28\times1.18\ \text{nm}=33\ \text{nm}.$$

**Answer (ii).** The integral of $1/\rho^2$ now stops at $R$ and equals $1/a-1/R$. Therefore

$$P=\frac{4\pi D}{(1/a-1/R)/K+r/a^2}.$$

At $a=Kr$, multiplying the denominator by $Ka$ turns it into $2-a/R=1.86$, instead of 2. The power rises by $2/1.86-1=7.5\%$. The linear law now needs $Kr\ll a\ll R$. With $R$ only about seven times $Kr$, it is not reached at any radius: the local exponent never falls below about 1.6.

## Part (g)

**Question.** The sphere is suddenly brought to the surface rise $D$ and held there, the matrix being initially at ambient. Find the heat flow into the matrix as a function of time. Is a 50 ns pulse long enough for (1) to apply at $a=Kr$? The matrix heat capacity is 1.65 MJ/(m³ K).

**Answer.** Let $\kappa$ be $K$ divided by the heat capacity per volume. The radial heat equation makes $u=\rho\theta$ obey $\partial u/\partial t=\kappa\,\partial^2u/\partial\rho^2$. Take the Laplace transform in time, with variable $s$, and let $q=\sqrt{s/\kappa}$. The solution that decays far away is

$$\bar\theta=B\,\frac{e^{-q(\rho-a)}}{\rho},\qquad
-K\frac{d\bar\theta}{d\rho}\bigg|_a=K\left(\frac1a+q\right)\bar\theta_s .$$

The boundary condition equates this flux to $(D/s-\bar\theta_s)/r$. Solving for $\bar\theta_s$ gives

$$\bar\theta_s=\frac{D}{s}\,\frac{1}{1+Kr(1/a+q)}=\frac{D}{s}\,\frac{1}{Kr(h+q)},\qquad h=\frac1a+\frac1{Kr}.$$

The transformed heat flow is $4\pi a^2$ times the flux:

$$\bar Q=\frac{4\pi a^2}{r}\left(\frac Ds-\bar\theta_s\right)
=\frac{4\pi a^2D}{r}\left[\frac1s-\frac{1}{Kr\,s(h+q)}\right].$$

To invert the last term, set $b=h\sqrt\kappa$ and $E(t)=e^{b^2t}\,\mathrm{erfc}(b\sqrt t)$. Differentiation gives $E'=b^2E-b/\sqrt{\pi t}$, with $E(0)=1$. Its transform is $s\bar E-1=b^2\bar E-b/\sqrt s$, hence

$$\bar E=\frac{1-b/\sqrt s}{s-b^2}=\frac1{\sqrt s(\sqrt s+b)}.$$

Since $h+q=(b+\sqrt s)/\sqrt\kappa$,

$$\frac1{s(h+q)}=\frac{\sqrt\kappa}{s(\sqrt s+b)}=\frac{\sqrt\kappa}{b}\left(\frac1s-\bar E\right)=\frac1h\left(\frac1s-\bar E\right).$$

With $1/(Krh)=a/(a+Kr)$, the heat flow is

$$Q(t)=\frac{4\pi a^2D}{r}\left[\frac{Kr}{a+Kr}+\frac{a}{a+Kr}E(t)\right]
=P\left[1+\frac{a}{Kr}E(t)\right],$$

where $P$ is the steady power (1). At the start $E=1$, the matrix surface is still cold, and the boundary alone limits the flow.

For the example, $\kappa=8.5\times10^{-7}$ m²/s. At 50 ns, $\sqrt{\kappa t}\approx206$ nm and $b\sqrt t=2\times206/28\approx14.7$. For such a large argument $E\approx1/(b\sqrt{\pi t})\approx0.038$. The flow is 3.8% above its steady value, so (1) is adequate at that level. This excludes the energy needed to heat the sphere itself uniformly to the rise $D$ and melt it. With heat capacity 1.3 MJ/(m³ K) and latent heat 700 MJ/m³, that energy equals $P$ acting for 0.92 ns. This is an energy scale, not a melting time, because heat escapes meanwhile.

## Part (h)

**Question.** Which assumptions most limit the use of these numbers for a real memory cell?

**Answer.** Phase-change memory cells use such tellurides. A real cell, however, is not an isolated sphere: metal electrodes touch the heated material. Consider two leads of conductivity 20 W/(m K), radius $w=10$ nm and length $L=100$ nm, with their far ends at ambient. Neglecting side losses and the leads' own boundary resistance, they carry

$$\frac{2(20)\pi w^2D}{L}=75\ \mu\text{W},$$

or 51% of $P$ at $a=Kr$. For good thermal contact this is the largest correction estimated here, but it is rough. It takes the sphere's whole surface to be at the rise $D$. Heat converging on a contact of radius $w$ inside the sphere meets a resistance of about $1/(4K_sw)=2.5\times10^7$ K/W, more than the lead's own $1.6\times10^7$ K/W. A good contact therefore cools the surface locally, and keeping the whole sphere at or above melting takes considerably more power than this estimate suggests. With perfect thermal contact at the ends, heat lost through the sides of such thin leads can raise the flow into them by half or more. Imperfect contact lowers it. For unit area, a lead's own resistance is $L/(20\ \text{W/(m K)})=5$ m² K/GW. If each contact added the resistance $r=20$ m² K/GW, the loss would be five times smaller, about 15 µW or 10% of $P$. This does not simply add to $P$, because the two contacts cover about 6% of the surface that would otherwise pass heat to the matrix. With such contacts the lead correction is of the same order as those in part (f). If the leads keep their size while $a$ shrinks towards $w$, their loss stays constant in this estimate without side losses while $P$ falls, so their share grows. If $w$ and $L$ shrink in proportion to $a$, the loss is proportional to $a$ while the leads' own resistance dominates, and to $a^2$ once the contact resistance does. Equation (1) describes the heat passing into the matrix from a sphere without leads, not the total power of such a cell.

Fourier's law also needs a radius well above the mean free path of the heat carriers. For a rough 1 nm in the glass, the ratio of path to radius is 0.036 at 28 nm but 0.36 at 2.8 nm. The first row of the table is therefore an extrapolation. With these values $n\ge1.9$ requires $a\le3.1$ nm, only about ten atomic spacings, so there is no wide range with a clean $a^2$ law. Black-body radiation from the sphere's area, by comparison, is about $2\times10^{-6}$ of $P$ at 28 nm.

The crossover radius is proportional to $r$, which depends on the materials and the quality of their contact. The 28 nm found here is therefore an estimate for the assumed boundary, not a property of the telluride. The numerical output below lists the values used.

## Computed results

```
INPUTS (rough typical values)
matrix conductivity K = 1.40 W/(m K)
boundary resistance r = 20.0 m^2 K/GW
ambient = 300 K, surface rise D = 600 K
sphere conductivity Ks = 1.00 W/(m K)
RESULTS
crossover radius K r = 28.00 nm
power at a = K r: 147.78 uW
radius (nm), power (uW), numerical exponent, boundary fraction
    2.80      2.687   1.9091   0.9091
    7.00     14.778   1.8000   0.8000
   14.00     49.260   1.6667   0.6667
   28.00    147.781   1.5000   0.5000
   56.00    394.081   1.3333   0.3333
  112.00    945.795   1.2000   0.2000
  280.00   2686.919   1.0909   0.0909
P(Kr/2)/P(Kr) = 0.3333
large-a law at a = K r: 295.56 uW
small-a law at a = K r: 295.56 uW
numerical meeting radius of the laws = 28.000 nm
exponent at a = 0.1 K r with r removed = 1.0000
largest relative error of power formula = 2.4e-06
relative shift on halving the mesh = 1.1e-05
INSIDE THE SPHERE
centre above surface at a = K r: 210.0 K
crossover for fixed centre rise = 16.47 nm
NEGLECTED EFFECTS at a = K r
beta = 6.0e-04 1/K: power change +4.1 %
  crossover with this beta = 33.04 nm
cold shell at 200 nm: power change +7.5 %
leads: K 20 W/(m K), radius 10 nm, length 100 nm
  loss through two leads = 75.4 uW, 51 % of P
matrix heat capacity = 1.65 MJ/(m^3 K)
excess heat flow after 50 ns = 3.8 %
sphere heat capacity = 1.30 MJ/(m^3 K), latent heat = 700 MJ/m^3
warm-up and melting energy / P = 0.92 ns
black-body radiation / P = 2.4e-06
mean free path = 1.0 nm; over radius: 0.036 at K r, 0.36 at smallest radius
```
